Spin density of the Ms = S component from spin-free densities

## First half: from the exchange contraction to the spin density

A multiconfigurational calculation that works with spin-adapted functions can deliver two arrays: the one-particle and the two-particle density, both summed over spin. They suffice for the energy and for the average of every spin-independent one- or two-electron operator. If the spin density is then wanted, for spin populations or as input to a hyperfine coupling, a decision has to be made. One can return to the wave function, expand it in determinants with a definite Ms, and evaluate the densities of up-spin and down-spin electrons separately. Or one can use the arrays already stored. The second road is open whenever the state has a definite total spin, and it costs one contraction of the two-particle density. This section derives the relation and fixes its conditions.

### Definitions

Let p, q, r, s label n orthonormal spatial orbitals, and let σ, τ stand for the spin labels α (up) and β (down). The operator a†_pσ creates an electron in orbital p with spin σ, and a_pσ removes it. They obey

a_pσ a†_qτ + a†_qτ a_pσ = δ_pq δ_στ, (1)

while two creators, or two annihilators, anticommute to zero. The state Ψ is normalised and has N electrons. Angle brackets denote the average over Ψ. The spin-free densities are

D_pq = Σ_σ ⟨a†_pσ a_qσ⟩, (2)

Γ_pq,rs = Σ_στ ⟨a†_pσ a†_rτ a_sτ a_qσ⟩. (3)

In Γ the first pair of indices belongs to one electron and the second pair to the other. There is no factor 1/2, so Σ_pr Γ_pp,rr = N(N − 1), the number of ordered pairs. The density of each spin and the spin density matrix are

Dσ_pq = ⟨a†_pσ a_qσ⟩, D = Dα + Dβ, Q = Dα − Dβ. (4)

In real space the spin density is Σ_pq φ_p*(r) φ_q(r) Q_pq, the excess of up-spin over down-spin electrons per unit volume. The derivation does not require real orbitals or real coefficients.

The total spin operators, in units of ħ, are

S+ = Σ_r a†_rα a_rβ, S− = Σ_r a†_rβ a_rα, Sz = (Nα − Nβ)/2, (5)

where Nσ = Σ_r a†_rσ a_rσ counts the electrons of spin σ. The assumption on Ψ is that it is an eigenstate of S² with eigenvalue S(S + 1). For the main derivation it is also the component with Ms = S, the highest of its multiplet.

### Commutators that will be needed

For any spin orbitals i, j, k, rule (1) gives

[a†_i a_j, a†_k] = δ_jk a†_i, [a†_i a_j, a_k] = −δ_ik a_j. (6)

For the first, a†_i a_j a†_k = a†_i(δ_jk − a†_k a_j) = δ_jk a†_i + a†_k a†_i a_j, and the last term is cancelled when a†_k a†_i a_j is subtracted. For the second, a†_i a_j a_k = −a†_i a_k a_j = −(δ_ik − a_k a†_i) a_j = −δ_ik a_j + a_k a†_i a_j, and again the last term is cancelled. Inserting the operators of (5) yields

[S−, a†_pα] = a†_pβ, [S−, a†_pβ] = 0, (7)

[S−, a_qβ] = −a_qα, [S−, a_qα] = 0, (8)

[S+, a_qα] = −a_qβ, [S+, a_qβ] = 0. (9)

The minus signs in (8) and (9) come from the second rule in (6). They will decide the sign of the spin-flip terms.

### What the spin-free densities know about spin

The operator behind D is E_pq = Σ_σ a†_pσ a_qσ. It commutes with S−, because (7) and (8) give

[S−, E_pq] = a†_pβ a_qα + a†_pβ(−a_qα) = 0. (10)

The first term arises from the α part of E_pq and the second from the β part. Since S+ is the adjoint of S− and E_qp is the adjoint of E_pq, taking the adjoint of (10) shows that S+ commutes with every E_pq too.

The operator behind Γ is built from the same E operators. Moving a_qσ through a†_rτ with rule (1),

E_pq E_rs = Σ_στ a†_pσ (δ_qr δ_στ − a†_rτ a_qσ) a_sτ
= δ_qr E_ps + Σ_στ a†_pσ a†_rτ a_sτ a_qσ. (11)

The sign in the last term changed because the two annihilators were exchanged. Therefore

Γ_pq,rs = ⟨E_pq E_rs − δ_qr E_ps⟩, (12)

and this operator also commutes with S+ and S−.

Let O be any operator that commutes with both, and let |M⟩ be the normalised component with Ms = M of a multiplet. The lowering operator acts as

S−|M⟩ = c_M |M − 1⟩, c_M² = S(S + 1) − M(M − 1), (13)

where c_M² is the eigenvalue of S+S− = S² − Sz² + Sz in |M⟩. For M > −S it is positive, and

⟨M − 1|O|M − 1⟩ = ⟨M|S+ O S−|M⟩/c_M² = ⟨M|O S+S−|M⟩/c_M² = ⟨M|O|M⟩. (14)

So D and Γ are the same for all components of a multiplet. A calculation on the component Ms = 0 of a triplet supplies the same arrays as one on the component Ms = 1.

The spin density is different for different components. At first sight (14) therefore seems to forbid its recovery from D and Γ. There is no contradiction. The spin-free densities cannot say which component was computed, but they may still determine what the spin density is in a component that we name. The name chosen here is Ms = S.

### The exchange contraction

Joining a creator index of Γ to an annihilator index and summing leads back to a one-particle matrix. There are two essentially different ways to do this. Summing over the two indices of one electron merely counts the other electrons. From (12),

Σ_r Γ_pq,rr = ⟨E_pq N⟩ − ⟨E_pq⟩ = (N − 1) D_pq. (15)

This contains nothing beyond D. The useful contraction joins an index of one electron to an index of the other:

X_pq = Σ_r Γ_pr,rq = Σ_r Σ_στ ⟨a†_pσ a†_rτ a_qτ a_rσ⟩. (16)

Equation (15) also shows which indices of a stored array belong to the same electron: the contraction that returns (N − 1)D sums over such a pair and is the wrong one for the present purpose. A two-electron singlet cannot serve for this check, because both contractions then return D. The one needed here joins the annihilator index of one electron to the creator index of the other. If the array is stored with an extra factor 1/2, its contraction must be doubled to obtain X.

In (16) the sum over r is separated from the rest by exchanging the two annihilators, at the price of a minus sign:

X_pq = −Σ_στ ⟨a†_pσ T_τσ a_qτ⟩, T_τσ = Σ_r a†_rτ a_rσ. (17)

The operators T are those of (5):

T_αα = Nα, T_ββ = Nβ, T_αβ = S+, T_βα = S−. (18)

This is the point at which spin enters. The sum over all orbitals r turns one half of the two-particle operator into a total spin operator, whose action on Ψ is known. For that, the sum is taken here over every orbital that Ψ occupies. The second half shows that closed shells can be left out if N is reduced accordingly. Written out, (17) has four terms:

−X_pq = ⟨a†_pα Nα a_qα⟩ + ⟨a†_pβ Nβ a_qβ⟩ + ⟨a†_pα S− a_qβ⟩ + ⟨a†_pβ S+ a_qα⟩. (19)

### The equal-spin terms

In the first two terms the counting operator acts after one electron of its own spin has been removed. Hence Nσ a_qσ = a_qσ(Nσ − 1). In the component Ms = S, the conditions Nα + Nβ = N and Nα − Nβ = 2S give the definite numbers

Nα = N/2 + S, Nβ = N/2 − S. (20)

The two terms are therefore

⟨a†_pα Nα a_qα⟩ = (N/2 + S − 1) Dα_pq, (21)

⟨a†_pβ Nβ a_qβ⟩ = (N/2 − S − 1) Dβ_pq. (22)

### The spin-flip terms

The component Ms = S cannot be raised, so S+Ψ = 0. The adjoint of this statement is ⟨Ψ|S− = 0: the lowering operator vanishes when it stands at the far left of an average. In the third term of (19) we move S− to the left using (7), that is, a†_pα S− = S− a†_pα − a†_pβ:

⟨a†_pα S− a_qβ⟩ = ⟨S− a†_pα a_qβ⟩ − ⟨a†_pβ a_qβ⟩ = −Dβ_pq. (23)

In the fourth term we move S+ to the right using (9), that is, S+ a_qα = a_qα S+ − a_qβ:

⟨a†_pβ S+ a_qα⟩ = ⟨a†_pβ a_qα S+⟩ − ⟨a†_pβ a_qβ⟩ = −Dβ_pq. (24)

Both terms contain only the density of the minority spin. If all electrons have spin up, Dβ = 0 and the flip terms vanish.

### The result

Inserting (21) to (24) into (19) gives

−X = (N/2 + S − 1) Dα + (N/2 − S − 1) Dβ − 2Dβ. (25)

The first two terms are regrouped with Dα + Dβ = D and Dα − Dβ = Q, and in the last one we use 2Dβ = D − Q:

−X = (N/2 − 1) D + S Q − (D − Q)
= (N/2 − 2) D + (S + 1) Q. (26)

Solving for Q,

Q = [(2 − N/2) D − X]/(S + 1). (27)

The origin of the prefactor can be read from (26). The part S of S + 1 comes from the unequal numbers of up-spin and down-spin electrons, through the equal-spin terms. The part 1 comes from the two spin flips. The number 2 in front of D has two sources as well: one unit from the electron already removed when Nσ counts, and one unit from the flips.

### Two limits

If all spins are parallel, N = 2S and D = Dα = Q. Only the first term of (19) survives, so X = −(N − 1)D. Equation (27) then gives

Q = [2 − N/2 + N − 1] D/(N/2 + 1) = D, (28)

as it must.

The second limit is a single determinant in which some orbitals are doubly occupied and 2S orbitals hold one α electron each. Let n_pσ be the occupation, 0 or 1, of a spin orbital. We need the diagonal elements of X from definition (16).

The term r = p in (16) is Γ_pp,pp = 2 n_pα n_pβ, because two electrons in one orbital must have opposite spins and there are two orders in which to name them. For r ≠ p, the operator removes spin σ from r and spin τ from p, then places τ in r and σ in p. It returns to the same determinant only if σ = τ. In that case a†_pσ a†_rσ a_pσ a_rσ = −a†_pσ a_pσ a†_rσ a_rσ, with average −n_pσ n_rσ. Thus

X_pp = 2 n_pα n_pβ − Σ_σ n_pσ (Nσ − n_pσ). (29)

For a doubly occupied orbital this is 2 − (N − 2) = 4 − N. The numerator of (27) is 2(2 − N/2) − (4 − N) = 0, so the orbital carries no spin density. For a singly occupied orbital, X_pp = −(Nα − 1) = 1 − N/2 − S. The numerator is 2 − N/2 − 1 + N/2 + S = S + 1, and Q_pp = 1.

This case also shows a numerical feature of (27). For a doubly occupied orbital, two numbers of size |N − 4| cancel. When N is large, small independent relative errors in the stored elements can therefore add up to a larger error relative to Q. The remedy is to leave closed shells out of the densities, which is justified in the second half.

## Second half: total spin, other components, and a triplet

The symbols carried over are these. D and Γ are the spin-free one- and two-particle densities, N is the number of electrons, and X_pq = Σ_r Γ_pr,rq is the exchange contraction. Q = Dα − Dβ is the spin density matrix of the component Ms = S, and E_pq = Σ_σ a†_pσ a_qσ. The first half showed that D and Γ do not depend on Ms within a multiplet, and that

(S + 1) Q = (2 − N/2) D − X. (30)

### The numerator as a correlation of spins

The right side of (30) has a meaning for any N-electron state, whether or not its spin is definite. Define the orbital-resolved spin operators

s^z_pq = (a†_pα a_qα − a†_pβ a_qβ)/2, s^+_pq = a†_pα a_qβ, s^−_pq = a†_pβ a_qα. (31)

Their sums over p = q are the total operators Sz, S+ and S−. We start from the form X_pq = −Σ_στ ⟨a†_pσ T_τσ a_qτ⟩ found in (17), where T_τσ = Σ_r a†_rτ a_rσ, and move T to the right. By (6), [T_τσ, a_qτ] = −a_qσ, so

−X_pq = Σ_στ ⟨a†_pσ a_qτ T_τσ⟩ − Σ_στ ⟨a†_pσ a_qσ⟩. (32)

In the last sum nothing depends on τ, which contributes a factor 2, so that the sum equals 2D_pq. With (18), the first sum contains

a†_pα a_qα Nα + a†_pβ a_qβ Nβ + s^+_pq S− + s^−_pq S+. (33)

Substituting Nα = N/2 + Sz and Nβ = N/2 − Sz turns the first two terms into (N/2)E_pq + 2 s^z_pq Sz. The scalar product of two spin vectors satisfies 2 s·S = 2 s^z Sz + s^+S− + s^−S+. Hence (32) becomes −X_pq = (N/2)D_pq + 2⟨s_pq·S⟩ − 2D_pq, or

(2 − N/2) D_pq − X_pq = 2⟨s_pq·S⟩. (34)

The numerator measures how the spin in the orbital pair p, q is aligned with the total spin. This alignment does not change when the whole system is rotated in spin space, which is why spin-free densities can contain it. In the component Ms = S, the total spin has its largest projection on the z axis, and the alignment translates into the spin density through the factor S + 1.

### The total spin from the traces

Setting p = q in (34) and summing replaces s_pq by S:

(2 − N/2) N − Tr X = 2⟨S²⟩. (35)

With N = Tr D, the two traces thus supply everything else that (30) needs. For a pure state,

S = [−1 + √(1 + 4⟨S²⟩)]/2. (36)

No separate record of the spin is required. For S = 0 the vector operator S gives zero when it acts on Ψ, so the numerator (34) vanishes element by element and Q = 0.

### When the spin is not pure

For a state that mixes different total spins, the left side of (35) is still 2⟨S²⟩. If one nevertheless divides by S + 1, with S the nominal spin, the trace of the result is

Tr Q(formula) = 2⟨S²⟩/(S + 1). (37)

The correct trace is Nα − Nβ, equal to 2S when Ms = S. As an example, take a three-electron state with Ms = 1/2 that is 90 % doublet and 10 % quartet by weight. Then

⟨S²⟩ = 0.90 × 0.75 + 0.10 × 3.75 = 1.05. (38)

With S = 1/2, (37) gives 2 × 1.05/1.5 = 1.40 instead of 1. A tenth of quartet character makes the trace wrong by 40 % of its true value. Using (36) instead does not cure this: it returns S = 0.64, which is no possible spin, and thereby exposes the fault.

For a state known to have Ms = S, the trace is a sufficient test of purity. From S² = S−S+ + Sz² + Sz it follows that

⟨S²⟩ = S(S + 1) + ‖S+Ψ‖². (39)

Equality with S(S + 1) means S+Ψ = 0, which is the condition used in the derivation. For a lower component the test is weaker. A state with Ms = 0 made of two thirds singlet and one third quintet has ⟨S²⟩ = 6/3 = 2, the triplet value, although it contains no triplet.

Averages over several states need the same care. Equation (30) is linear in D and Γ at fixed N and S. Densities averaged over states of equal spin therefore give the average of their Ms = S spin densities, taken with the same weights. States of different nonzero spin have to be treated separately, since each has its own divisor. Singlets may be included in an average with states of one other spin, because they add nothing to the numerator; the divisor is then the S + 1 of the other states. That S must be known separately, because (36) does not return it from the traces of such an average.

### The other components of the multiplet

Let z_M = ⟨M|s^z_pq|M⟩, so that the spin density matrix in component M is 2z_M. From (7) and (8), [S−, s^z_pq] = s^−_pq: the α part of s^z contributes a†_pβ a_qα/2, and the β part contributes −a†_pβ(−a_qα)/2, the same amount. In the same way,

[S+, s^−_pq] = a†_pα a_qα − a†_pβ a_qβ = 2 s^z_pq. (40)

Together these give [S+, [S−, s^z_pq]] = 2 s^z_pq. We take the average of both sides in |M⟩. The double commutator expands to

S+S− s^z − S+ s^z S− − S− s^z S+ + s^z S−S+. (41)

With S−|M⟩ = c_M|M − 1⟩ and S+|M⟩ = c_(M+1)|M + 1⟩, the average is

c_M² (z_M − z_(M−1)) + c_(M+1)² (z_M − z_(M+1)) = 2 z_M. (42)

For M = S the second term is absent because c_(S+1) = 0. Equation (42) then fixes z_(S−1) in terms of z_S, and each further step down fixes the next value. There is thus one solution for a given z_S, and it is enough to find it. Try z_M proportional to M. The left side becomes proportional to c_M² − c_(M+1)², and by (13)

c_M² − c_(M+1)² = −M(M − 1) + M(M + 1) = 2M, (43)

which is what the right side requires. Therefore, for S > 0,

Q(M) = (M/S) Q(S). (44)

In the component M = 0 the spin density is zero at every point. The information about the distribution of the unpaired spins has not been lost, however. It resides in the two-particle density, as the alignment (34).

### Closed shells may be left out

Suppose that n_c orbitals i are doubly occupied in every configuration, and that the remaining N_act = N − 2n_c electrons occupy active orbitals t, u. For the active block of X, the sum over r runs over active and core orbitals. A core orbital contributes

Γ_ti,iu = Σ_στ ⟨a†_tσ a†_iτ a_uτ a_iσ⟩ = −Σ_στ ⟨a†_tσ a_uτ a†_iτ a_iσ⟩. (45)

On a doubly occupied orbital, a†_iτ a_iσ gives 1 for σ = τ. For σ ≠ τ it gives zero, because the spin orbital to be filled is already full. So Γ_ti,iu = −D_tu, and X_tu = X_tu(act) − n_c D_tu. In (30),

(2 − N/2) D_tu − X_tu = (2 − N_act/2 − n_c) D_tu − X_tu(act) + n_c D_tu
= (2 − N_act/2) D_tu − X_tu(act). (46)

The core terms cancel. The active densities with the active number of electrons give the active block of Q. All other elements of Q vanish: each core orbital holds equal numbers of both spins, and an element between core and active orbitals would change the core occupation.

### Two electrons: why D is not enough

Place one electron in orbital a and one in orbital b, and form two states with Ms = 0:

Ψ± = (a†_aα a†_bβ ± a†_aβ a†_bα)|vac⟩/√2. (47)

Applying S− to a†_aα a†_bα|vac⟩ produces the combination with the plus sign, so Ψ+ belongs to the triplet and Ψ− is the singlet. Both have D_aa = D_bb = 1 and D_ab = 0.

In X_aa = Γ_aa,aa + Γ_ab,ba the first term vanishes, since a is never doubly occupied. The operator of the second term is Σ_στ a†_aσ a†_bτ a_aτ a_bσ. Acting on a†_aα a†_bβ|vac⟩, it removes β from b and α from a, which gives

a_aα a_bβ a†_aα a†_bβ|vac⟩ = −|vac⟩, (48)

and then creates a†_aβ a†_bα. It thus exchanges the two spins with a factor −1. The average is −1 in Ψ+ and +1 in Ψ−. Here 2 − N/2 = 1, and (30) yields

triplet: Q_aa = (1 + 1)/2 = 1; singlet: Q_aa = (1 − 1)/1 = 0. (49)

By symmetry the same values hold for b. The off-diagonal elements of X vanish, because they would require a doubly occupied orbital on one side of the average. The two states have the same D and opposite X, so no rule based on D alone could distinguish them.

### Triplet methylene

A correlated molecule shows the relation at work where many configurations contribute. We take CH2 with a bond length of 1.08 Å and an angle of 134°, both chosen as round parameters, in the 6-31G basis of 13 functions. Restricted open-shell Hartree–Fock (ROHF) for the triplet gives −38.906786 hartree. The ROHF orbitals are not unique within the doubly occupied set or within the empty set; here they diagonalise the average of the α and β Fock matrices in each set. Other common conventions shift the CI energy below by about 10⁻⁵ hartree and the elements of D for the empty orbitals by up to 0.0008. The lowest orbital, essentially carbon 1s, is kept doubly occupied. The other six electrons are treated by full configuration interaction (CI) in the remaining 12 orbitals.

The component Ms = 1 has four α and two β active electrons, and Ms = 0 has three of each. The two CI matrices were diagonalised separately by an iterative method. Both lowest triplet energies are −38.980111 hartree, which is 0.0733 hartree below ROHF.

The spin-free densities were taken from the Ms = 0 vector. Its own spin density matrix has no element larger than 3 × 10⁻¹⁴ in magnitude, so none of the result can be read from it directly. The traces are Tr D = 6 and Tr X = −10. Equation (35) gives

⟨S²⟩ = [(2 − 3) × 6 + 10]/2 = 2, hence S = 1. (50)

The last step takes for granted that the state has a definite spin, since for Ms = 0 the trace alone does not exclude a mixture. The recovery formula for this case is then Q = (−D − X)/2. For the first of the two orbitals that are singly occupied in ROHF,

Q_33 = (−0.99421 + 2.96980)/2 = 0.98780. (51)

The diagonal elements for the six lowest active orbitals, numbered from the first one above the core, are:

| Orbital | ROHF occupation | D | X | Q |
|---|---|---|---|---|
| 1 | 2 | 1.9719 | −1.9887 | 0.0084 |
| 2 | 2 | 1.9676 | −1.9728 | 0.0026 |
| 3 | 1 | 0.9942 | −2.9698 | 0.9878 |
| 4 | 1 | 0.9940 | −2.9651 | 0.9855 |
| 5 | 0 | 0.0193 | −0.0231 | 0.0019 |
| 6 | 0 | 0.0129 | −0.0155 | 0.0013 |

For a single determinant with N = 6 and S = 1, (29) gives X = −2 in a doubly occupied orbital and −3 in a singly occupied one. The correlated values stay close to these.

The reference is Dα − Dβ, evaluated directly from the Ms = 1 vector. Over the whole 12 × 12 matrix, the largest difference between it and the recovered Q is 6 × 10⁻⁸. A component without any spin density has thus supplied the spin density of its partner.

### What the recovered matrix shows

The trace of Q is 2, and its two largest eigenvalues are 0.988 and 0.986. There are also negative eigenvalues. The lowest is −0.079, and together they sum to −0.136. In the ROHF determinant, Q has the eigenvalue 1 twice and is otherwise zero.

The diagonal elements in the table give no hint of a value as low as −0.079, and the six orbitals not listed cannot supply it either. The listed elements of D sum to 5.960, which leaves 0.040 for the others. Since Dα_pp and Dβ_pp are not negative, |Q_pp| ≤ D_pp, and no unlisted diagonal element lies below −0.040. The lowest eigenvalue must therefore involve off-diagonal elements of Q.

A simple model shows how such elements arise. Let a pair of electrons occupy slightly different orbitals for the two spins, φ + λχ for α and φ − λχ for β, with φ and χ orthonormal and λ real. After normalisation, the difference of the two densities has zero diagonal elements and the off-diagonal element 2λ/(1 + λ²) between φ and χ. Its eigenvalues are ±2λ/(1 + λ²). A mixing of λ ≈ 0.04 would produce −0.08. This is spin polarisation: the unpaired electrons affect the two members of a pair differently. That it accounts for the lowest eigenvalue found here is a plausible reading, not something the eigenvalue alone proves.

The effect is visible in the atomic spin populations. Let C be the matrix of active orbital coefficients, which are real here, and O the overlap matrix of the basis functions. The Mulliken spin population of an atom is the sum of the diagonal elements of C Q Cᵀ O over the functions on that atom:

| | C | each H |
|---|---|---|
| ROHF | 1.97 | 0.01 |
| CI, recovered Q | 2.23 | −0.11 |

In this partition and basis the hydrogen population changes sign, and carbon carries more than two units of spin excess, balanced by the hydrogens. An ROHF spin density is a sum of squares of singly occupied orbitals and cannot be negative anywhere, so it leaves out this polarisation of the pairs.

Atomic spin populations depend on how the density is divided among the atoms and on the basis, and the dependence is strong here. The Löwdin partition of the same CI density gives −0.05 on each hydrogen. Frozen-core coupled cluster (CCSD), which follows the CI values closely in 6-31G, shows the effect of going to the cc-pVDZ basis. The Mulliken populations move to 2.11 on carbon and −0.05 on each hydrogen, and the Löwdin population of hydrogen becomes +0.02. The lowest eigenvalue of Q moves from −0.080 to −0.072, the sum of the negative eigenvalues from −0.138 to −0.117, the largest eigenvalue from 0.989 to 0.983, and the correlation energy from 0.073 to 0.118 hartree. The spin density at the hydrogen nucleus is positive in ROHF and negative with correlation in both bases, but its correlated value halves, from −0.025 to −0.011 electrons per bohr³. The values in the table belong to the Mulliken partition and the 6-31G basis. The frozen core excludes the correlation and the spin polarisation of the carbon 1s electrons, which matters for the spin density at the carbon nucleus. These limits belong to the wave function and to the population analysis. The step from spin-free densities to Q adds no approximation of its own, provided that D and Γ come from the same state of definite spin, or from the same average over states of equal spin, that the contraction runs over all open or partly filled orbitals, and that N counts only the electrons in the orbitals included.
